# Diagonalizing a Kramers-symmetric Fock matrix as a quaternion matrix, part 1

(Sections cited here and not found follow in the second part.)

## The decision

A two-component self-consistent-field calculation with spin–orbit coupling produces, in every iteration, a complex Hermitian Fock matrix of order $2n$ for $n$ spatial basis functions. One can pass it to a general complex eigensolver, or one can use the fact that for a closed-shell molecule without a magnetic field the matrix commutes with time reversal. The choice fixes the storage ($4n^2$ real numbers or $2n^2-n$), the arithmetic of the reduction (a factor of two), and whether the orbitals come out as exact Kramers pairs or as eigenvectors whose pairing is not guaranteed. The second route treats the matrix as an $n\times n$ Hermitian matrix of quaternions, and most of its design follows from asking where the complex route loses the symmetry. Hartree atomic units are used throughout.

## The structure that time reversal imposes

Let $\chi_1,\dots,\chi_n$ be real spatial functions, and order the spin basis as all $\chi_\mu\alpha$ followed by all $\chi_\mu\beta$. A spinor is a column $c=(c_\alpha,c_\beta)$ of $2n$ complex numbers. Time reversal is $K=-i\sigma_yK_0$, with $K_0$ complex conjugation. Because the $\chi_\mu$ are real, $K_0$ acts on the coefficients alone:

$$Kc=Jc^*,\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad K(c_\alpha,c_\beta)=(-c_\beta^*,\,c_\alpha^*),$$

where each entry of $J$ is an $n\times n$ block. $J$ is real, $J^T=J^{-1}=-J$, and $K^2c=JJc=-c$. The spinor and its image are orthogonal, since $c^\dagger Kc=-c_\alpha^\dagger c_\beta^*+c_\beta^\dagger c_\alpha^*=0$, both terms being the sum $\sum_\mu c_{\alpha\mu}^*c_{\beta\mu}^*$.

A matrix $H$ is time-even if $KHc=HKc$ for all $c$. The left side is $JH^*c^*$ and the right side is $HJc^*$, so $JH^*=HJ$, or $JH^*J^T=H$. Write $H$ with blocks $A,B$ in the upper row and $C,G$ in the lower row. Then

$$JH^*=\begin{pmatrix}-C^*&-G^*\\A^*&B^*\end{pmatrix},\qquad JH^*J^T=\begin{pmatrix}G^*&-C^*\\-B^*&A^*\end{pmatrix},$$

and comparison with $H$ gives $G=A^*$ and $C=-B^*$:

$$H=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.\tag{1}$$

Hermiticity adds $A^\dagger=A$ and $C=B^\dagger$. The second reads $-B^*=B^\dagger$, and conjugating it gives $B^T=-B$. A Hermitian $A$ holds $n^2$ real numbers, and a complex antisymmetric $B$ holds $2\cdot n(n-1)/2$, in total $2n^2-n$ against $(2n)^2$ for a general Hermitian matrix. For $n=3$ this is 15 against 36.

Kinetic energy and electrostatic potentials are time-even. So is spin–orbit coupling, which is a product of the odd operator $\boldsymbol\sigma$ and an odd orbital operator of the type $\nabla V\times\mathbf p$. A Zeeman term or the exchange field of a spin-polarized density is odd, and for such a matrix (1) is false.

## What goes wrong with the complex route

A complex solver reduces $H$ to tridiagonal form by reflections $1-\beta cc^\dagger$. Under time reversal the projector transforms as $J(cc^\dagger)^*J^T=(Kc)(Kc)^\dagger$, which projects on a direction orthogonal to $c$. The reflector is therefore not time-even, and after the first step the working matrix no longer has the form (1). From then on all $4n^2$ numbers have to be stored and updated, although the matrix is still determined by $2n^2-n$ of them, so about half of the storage and arithmetic goes into information that symmetry had fixed.

The degeneracy suffers too. A symmetric tridiagonal matrix whose off-diagonal elements are all nonzero has simple eigenvalues, because row $k$ of the eigenvalue equation determines component $k+1$ of the eigenvector from the earlier ones, so the first component fixes the vector. Every level of $H$ is double (if $Hc=\lambda c$ with real $\lambda$, then $HKc=KHc=\lambda Kc$), so the complex tridiagonal matrix must break into blocks, in exact arithmetic. In floating point the computed matrix belongs to a slightly perturbed $H$ with split pairs, and the element that should vanish need not even be small. The two members of a pair differ by rounding, every eigenvalue lies in a cluster, and the solver returns some orthonormal basis of each eigenspace. For an isolated pair the second vector is $Kc$ up to a phase. When two pairs are degenerate the four vectors need not be paired at all. In an SCF cycle the time-odd rounding noise enters the density and is multiplied in each iteration by a response factor. It dies out if the symmetric solution is stable under the iteration and grows if it is not.

The repair is visible in the first defect. The sum $cc^\dagger+(Kc)(Kc)^\dagger$ is time-even, because $K$ exchanges the two terms and the sign from $K^2=-1$ cancels in the projector. A reflector should act on a whole Kramers pair of directions, and the elementary object is the $2\times2$ block that couples $(\mu\alpha,\mu\beta)$ to $(\nu\alpha,\nu\beta)$. These blocks form the quaternion algebra.

## The quaternion map

The units obey $\hat i^2=\hat j^2=\hat k^2=\hat i\hat j\hat k=-1$. Multiplying the last relation by $\hat k$ from the right gives $\hat i\hat j=\hat k$, and by $\hat i$ from the left gives $\hat j\hat k=\hat i$. From $(\hat i\hat j)(\hat j\hat i)=-\hat i^2=1$ follows $\hat k(\hat j\hat i)=1$, so $\hat j\hat i=-\hat k$. Then $\hat k\hat j=\hat i\hat j\hat j=-\hat i$, $\hat i\hat k=\hat i\hat i\hat j=-\hat j$ and $\hat k\hat i=\hat i(\hat j\hat i)=-\hat i\hat k=\hat j$. Identify the complex $i$ with $\hat i$. A quaternion matrix with real components $Q_0,\dots,Q_3$ is

$$Q=Q_0+Q_1\hat i+Q_2\hat j+Q_3\hat k=A+B\hat j,\qquad A=Q_0+iQ_1,\quad B=Q_2+iQ_3,$$

because $Q_3\hat i\hat j=Q_3\hat k$. Define, for rectangular matrices as well,

$$\phi(A+B\hat j)=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.$$

This map is one-to-one and linear over the reals, and for square matrices its image is the set of matrices of form (1). For scalars it sends $\hat i\to i\sigma_z$, $\hat j\to i\sigma_y$, $\hat k\to i\sigma_x$, so that $H=Q_0\,1+i(Q_1\sigma_z+Q_2\sigma_y+Q_3\sigma_x)$. The component $Q_0$ is the spin-free operator, and $Q_1,Q_2,Q_3$ are the $z,y,x$ spin–orbit matrices, in that reversed order.

Products are preserved. Since $\hat j$ anticommutes with $\hat i$, $\hat jz=z^*\hat j$ for complex $z$. Hence

$$(A+B\hat j)(C+E\hat j)=AC+AE\hat j+BC^*\hat j+BE^*\hat j^2=(AC-BE^*)+(AE+BC^*)\hat j .$$

The block product of the two images has upper row $(AC-BE^*,\;AE+BC^*)$ and lower row $(-B^*C-A^*E^*,\;-B^*E+A^*C^*)$. The lower row is minus the conjugate of the second upper block followed by the conjugate of the first, so $\phi(PR)=\phi(P)\phi(R)$.

Adjoints are preserved. The conjugate $\bar q$ reverses the signs of $q_1,q_2,q_3$, so $\overline{a+b\hat j}=a^*-b\hat j$, and the conjugate transpose of $P=A+B\hat j$ is $P^\dagger=A^\dagger-B^T\hat j$. Its image has blocks $A^\dagger,-B^T$ above and $B^\dagger,A^T$ below, which are the blocks of $\phi(P)^\dagger$. Four facts follow. First, $(PR)^\dagger=R^\dagger P^\dagger$, because this holds for the images and $\phi$ is one-to-one. Second, $\bar qq=q\bar q=|a|^2+|b|^2=|q|^2$ is the real sum of four squares, and $|qr|^2=\bar r\bar qqr=|q|^2|r|^2$. Third, $Q^\dagger=Q$ means $A^\dagger=A$ and $B^T=-B$, the conditions found above: $Q_0$ is symmetric, $Q_1,Q_2,Q_3$ are antisymmetric, and the diagonal of $Q$ is real. Fourth, ${\rm Tr}\,\phi(M)={\rm tr}(A+A^*)=2\,{\rm Re}\,{\rm tr}\,M$, where Re is the scalar part.

A program extracts $Q$ from the upper blocks of $H$ and never looks at the lower ones, so it accepts a matrix that is not time-even without complaint. The residual $\max|\phi(Q)-H|$ must be tested. With a term $0.01\,\sigma_z$ Ha added to $H$, the upper block carries $+0.01$, the map rebuilds the lower block with $+0.01$ where $H$ has $-0.01$, and the residual is $0.02$ Ha.

## Eigenvectors are Kramers pairs

A quaternion column $y=a+b\hat j$ has the $2n\times2$ image with columns $c=(a,-b^*)$ and $(b,a^*)$. By the rule for $K$, $Kc=(-(-b^*)^*,a^*)=(b,a^*)$, so the second column is the Kramers partner of the first.

The eigenvalue equation is $Qy=y\lambda$, with $\lambda$ on the right. Its image is $H\phi(y)=\phi(y)\phi(\lambda)$, which says that $H$ maps the plane of $c$ and $Kc$ into itself. Multiplying by $y^\dagger$ gives $y^\dagger Qy=(y^\dagger y)\lambda$. The scalar $y^\dagger Qy$ equals its own conjugate, since $(y^\dagger Qy)^\dagger=y^\dagger Q^\dagger y$, and a self-conjugate quaternion is real. The factor $y^\dagger y=\sum|y_\mu|^2$ is real and positive. So $\lambda$ is real, $\phi(\lambda)=\lambda\,1$, and both columns are eigenvectors of $H$ with this eigenvalue. The vector $yq$ with $|q|=1$ is an equally good eigenvector; this is the SU(2) freedom of choosing a basis within the pair.

Writing $Qy=\lambda y$ with a free quaternion $\lambda$ is a different problem and has solutions without meaning for $H$. The Hermitian matrix with zero diagonal, $Q_{12}=\hat i$ and $Q_{21}=-\hat i$ has the eigenvalues $\pm1$. Yet $y=(1,-\hat k)$ gives $Qy=(-\hat i\hat k,-\hat i)=(\hat j,-\hat i)=\hat jy$. The working rule is that quaternion scalars multiply columns from the right, and only real scalars move freely.

## The reflector

For a quaternion column $v$ and real $\beta=2/v^\dagger v$, set $P=1-\beta vv^\dagger$. Its image contains $\phi(v)\phi(v)^\dagger=cc^\dagger+(Kc)(Kc)^\dagger$, the time-even pair projector found above. $P$ is Hermitian, and it is unitary because the real number $v^\dagger v$ can be pulled out of the middle:

$$P^2=1-2\beta vv^\dagger+\beta^2v(v^\dagger v)v^\dagger=1-2\beta vv^\dagger+2\beta vv^\dagger=1 .$$

Let $x$ be the part of column $k$ below the diagonal, of length $m=n-k$, and $e_1$ the first unit column. The aim is $Px=-e_1\gamma$, and unitarity requires $|\gamma|=\|x\|$. The natural wish is a real $\gamma$, which would give a real tridiagonal matrix at once. From $Px=x-v(\beta v^\dagger x)$, the vector $x+e_1\gamma$ is a right multiple of $v$. The reflector is unchanged by $v\to vq$ for any nonzero $q$, since $vq\bar qv^\dagger=|q|^2vv^\dagger$ and $\beta$ absorbs the factor, so one may take $v=x+e_1\gamma$ whenever this vector is nonzero. The condition becomes $\beta v^\dagger x=1$, which needs a real

$$v^\dagger x=\|x\|^2+\bar\gamma x_1 .$$

If $\bar\gamma x_1=r$ is real and $x_1\neq0$, then $\bar\gamma=r\bar x_1/|x_1|^2$, so $\gamma$ is a real multiple of $x_1$. With $x_1=e|x_1|$ and $|e|=1$, the only choices are $\gamma=\pm e\|x\|$. A Hermitian reflection therefore cannot produce a real off-diagonal element unless $x_1$ is already real, so a reduction built from such reflections needs a second step to make the tridiagonal matrix real.

With the plus sign, $v_1=e(|x_1|+\|x\|)$ is a sum of two non-negative lengths. The minus sign subtracts nearly equal numbers when $x$ is almost along $e_1$, and the direction of $v$ can then lose accuracy to cancellation. For the plus sign,

$$v^\dagger x=\|x\|^2+\|x\||x_1|,$$

$$v^\dagger v=\|x\|^2-|x_1|^2+(|x_1|+\|x\|)^2=2\big(\|x\|^2+\|x\||x_1|\big),$$

so that $\beta v^\dagger x=1$ holds, with

$$\beta=\frac1{\|x\|(\|x\|+|x_1|)},\qquad Px=x-v=-e_1e\|x\| .\tag{2}$$

If $x_1=0$ any unit $e$ works and $e=1$ is taken. If $x=0$ the step is skipped.

The full transformation is $P_k={\rm diag}(1_k,P)$, applied as $Q\to P_kQP_k$. Column $k$ below the diagonal becomes $Px$, and row $k$ becomes its adjoint. Columns $1,\dots,k-1$ are already zero in rows $k+1,\dots,n$, and $P$ maps zero to zero, so earlier work survives. After $k=1,\dots,n-2$ the matrix $T'$ is Hermitian and tridiagonal, with a real diagonal and subdiagonal quaternions $t_{k+1,k}$.

## Updating the trailing block

Forming $PSP$ for the trailing $m\times m$ block $S$ by matrix products would cost of order $m^3$ per step. Expanding it,

$$PSP=S-\beta vv^\dagger S-\beta Svv^\dagger+\beta^2v(v^\dagger Sv)v^\dagger .$$

Define $p=\beta Sv$, so that $p^\dagger=\beta v^\dagger S$ because $S$ is Hermitian and $\beta$ is real. The scalar $v^\dagger p=\beta v^\dagger Sv$ is self-conjugate and hence real, so it can leave the middle of the last term. With $\kappa=\tfrac12\beta\,v^\dagger p$,

$$PSP=S-vp^\dagger-pv^\dagger+2\kappa vv^\dagger .$$

Setting $w=p-\kappa v$ gives $vw^\dagger+wv^\dagger=vp^\dagger+pv^\dagger-2\kappa vv^\dagger$, and since $wv^\dagger=(vw^\dagger)^\dagger$,

$$PSP=S-Y-Y^\dagger,\qquad Y=vw^\dagger,\quad Y_{\mu\nu}=v_\mu\bar w_\nu .\tag{3}$$

One outer product suffices, and the result is Hermitian by construction. The order of factors matters: $(Y^\dagger)_{\mu\nu}=w_\mu\bar v_\nu$, which differs from $\bar v_\nu w_\mu$. A complex routine copied with the number type changed fails wherever its author relied on commuting factors.

## Making the off-diagonal real

Let $D={\rm diag}(d_1,\dots,d_n)$ with unit quaternions, so that $D$ is unitary. The elements of $D^\dagger T'D$ are $\bar d_\mu T'_{\mu\nu}d_\nu$. A real diagonal element commutes with $\bar d_k$ and is unchanged. For the subdiagonal element $t=t_{k+1,k}$ choose

$$d_1=1,\qquad d_{k+1}=\frac{t\,d_k}{|t|},\tag{4}$$

which has unit modulus because moduli multiply. Then $\bar d_{k+1}=\bar d_k\bar t/|t|$ and

$$\bar d_{k+1}\,t\,d_k=\frac{\bar d_k\,(\bar tt)\,d_k}{|t|}=|t|\,\bar d_kd_k=|t| .$$

The opposite order $d_kt/|t|$ gives $\bar t\bar d_ktd_k/|t|$, which has modulus $|t|$ but is real only in special cases, such as commuting $t$ and $d_k$. If $t=0$ the matrix has split and $d_{k+1}=1$ will do. The recursion succeeds because a tridiagonal matrix is a chain with $n-1$ links and $n-1$ free unit quaternions. A full matrix has closed loops, with more links than free unit quaternions, and in general cannot be made real by scaling alone.

With $U=P_1P_2\cdots P_{n-2}D$, one has $U^\dagger U=1$ and $U^\dagger QU=T$, real, symmetric and tridiagonal. $U$ is accumulated by $U\to U-\beta(Uv)v^\dagger$ on the columns $k+1,\dots,n$. A standard real solver gives $TZ=Z\Lambda$ with $Z$ real orthogonal. Then $X=UZ$ is formed as four real products $X_c=U_cZ$, and $X^\dagger QX=\Lambda$. The image of a real matrix is block diagonal, so

$$\phi(X)^\dagger H\,\phi(X)=\begin{pmatrix}\Lambda&0\\0&\Lambda\end{pmatrix},\qquad \phi(X)^\dagger\phi(X)=1 .\tag{5}$$

The $2n$ columns of $\phi(X)$ are a complete orthonormal eigenbasis of $H$, column $n+k$ is $K$ applied to column $k$, and each eigenvalue of $T$ occurs twice. Every step is unitary, so rounding errors are not amplified by the transformations. Any error in $Q$ or $U$ is itself a quaternion matrix and therefore time-even, which is why rounding can shift a pair but cannot split it.

Two limits check the scheme. Without spin–orbit coupling $Q=Q_0$ is real, $e$ and $d_k$ are $\pm1$, and the algorithm is the real Householder reduction, each spatial orbital appearing once with $\alpha$ and once with $\beta$ spin. For $n=2$ there is no reflection. With diagonal $a_1,a_2$ and off-diagonal $q$, scaling gives

$$\lambda_\pm=\tfrac12(a_1+a_2)\pm\sqrt{\tfrac14(a_1-a_2)^2+q_0^2+q_1^2+q_2^2+q_3^2}.\tag{6}$$

Spin–orbit elements enter in quadrature and shift separated levels in second order. For $a_1=a_2$ and $q_0=0$, as for a $\pi_x,\pi_y$ pair, they split the level in first order by $2|q|$.

## Cost

A quaternion product takes 16 real multiplications. A step with a block of order $m$ needs $m^2$ products for $Sv$ and $m^2$ for $vw^\dagger$, so $32m^2$, apart from terms linear in $m$. With $m$ running from $n-1$ down to 2 and $\sum_{m=1}^Nm^2=N(N+1)(2N+1)/6$,

$$N_{\rm quat}=32\left[\frac{(n-1)n(2n-1)}6-1\right]\approx\frac{32n^3}3 .$$

The complex algorithm has the same two operations at 4 multiplications per product, so $8M^2$ for $M=2,\dots,2n-1$, in total about $8(2n)^3/3=64n^3/3$. For $n=40$ the first count is $32\,(39\cdot40\cdot79/6-1)=657248$ and the second is $8\,(79\cdot80\cdot159/6-1)=1339832$, a ratio of $2.0385$ that tends to 2. The remaining tridiagonal problem has order $n$ in place of $2n$. These are counts for the reduction alone and are not timings. A well-tuned complex routine can beat a poorly blocked quaternion one, and the exact pairing is the advantage that does not depend on implementation.

The quaternion reduction yields a real tridiagonal matrix and orbitals in exact Kramers pairs, with about half the multiplications of the complex reduction. What remains is to put it into the SCF cycle, work a reflection by hand, and test the method numerically, including on hydrogen fluoride.
